# Dielectric loss from the slope of permittivity in broad relaxation spectra, part 2

The problem is to estimate the dielectric loss $\varepsilon''$ at angular frequency $\omega$ from the slope of the real permittivity $\varepsilon'$ at the same frequency. The field varies as the real part of $E_0e^{i\omega t}$, and the complex relative permittivity is $\varepsilon^*=\varepsilon'-i\varepsilon''$, so a passive material has positive $\varepsilon''$. The vacuum permittivity is $\varepsilon_0$, and $k_BT$ is the thermal energy. Logarithms are natural, relaxation times $\tau$ are in seconds and $\omega$ is in radians per second. Integrals without limits run over the whole real line.

The response is assumed linear, and the material unchanged during the measurement. A single Debye process of strength $\Delta$ contributes $\Delta/(1+i\omega\tau)$ to $\varepsilon^*$. With $x=\ln\omega$, $y=\ln\tau$ and a spectrum $g(y)$ of strength per unit of $\ln\tau$,

$$
\varepsilon^*(\omega)=\varepsilon_\infty+\int_{-\infty}^{\infty}\frac{g(y)}{1+i\omega e^{y}}\,dy,
\qquad
\int_{-\infty}^{\infty}g(y)\,dy=\Delta\varepsilon .
\tag{3}
$$

Here $\varepsilon_\infty$ is the part that responds without delay, and $\Delta\varepsilon$ is the total relaxational strength. With $u=x+y=\ln(\omega\tau)$, the loss and the downward slope $L$ are

$$
\varepsilon''=\int g(u-x)\,\tfrac12\,\mathrm{sech}\,u\;du ,
\tag{5}
$$

$$
L(x)\equiv-\frac{d\varepsilon'}{d\ln\omega}
=\int g(u-x)\,\tfrac12\,\mathrm{sech}^2u\;du .
\tag{6}
$$

If $g$ changes little over a few units of $\ln\tau$ around $\tau=1/\omega$, and stronger processes farther away add little to the loss, the simple rule holds:

$$
\varepsilon''(\omega)\approx-\frac{\pi}{2}\,\frac{d\varepsilon'(\omega)}{d\ln\omega}.
\tag{1}
$$

The second moments of the windows are

$$
\int u^2\,\mathrm{sech}\,u\,du=\frac{\pi^3}{4},
\qquad
\int u^2\,\mathrm{sech}^2u\,du=\frac{\pi^2}{6}.
\tag{12}
$$

Expanding $g$ about the centre of the window gives

$$
\varepsilon''\approx\frac{\pi}{2}g+\frac14\,\frac{\pi^3}{4}\,g''
=\frac{\pi}{2}\Big(g+\frac{\pi^2}{8}g''\Big),
\qquad
L\approx g+\frac14\,\frac{\pi^2}{6}\,g''=g+\frac{\pi^2}{24}g'' ,
\tag{13}
$$

where $g$ and $g''$ are taken at $-x$. With $L''=d^2L/dx^2$, the corrected rule is

$$
\varepsilon''\approx\frac{\pi}{2}\Big(L+\frac{\pi^2}{12}L''\Big).
\tag{14}
$$

## Error, spaced readings and a relaxor example

The symbols carried over are $x=\ln\omega$, $y=\ln\tau$ and $u=x+y$. The spectrum $g(y)$ gives the dielectric strength per unit of $\ln\tau$, and $L=-d\varepsilon'/dx$ is the downward slope of the real permittivity. The loss is the integral of $g(u-x)$ with the window $\tfrac12\mathrm{sech}\,u$, and $L$ is the integral with $\tfrac12\mathrm{sech}^2u$. The rule is $\varepsilon''\approx(\pi/2)L$. Its first correction replaces $L$ by $L+(\pi^2/12)L''$. The second moments of $\mathrm{sech}\,u$ and $\mathrm{sech}^2u$ are $\pi^3/4$ and $\pi^2/6$.

A truncated expansion does not by itself say how large the remaining error can be. A bound follows from the difference of the two windows. Define

$$
K(u)=\tfrac12\,\mathrm{sech}\,u-\frac{\pi}{4}\,\mathrm{sech}^2u,
\qquad
\varepsilon''-\frac{\pi}{2}L=\int K(u)\,g(u-x)\,du .
\tag{16}
$$

The area of $K$ is $\pi/2-\pi/2=0$. Writing $K=\tfrac12\mathrm{sech}\,u\,[1-(\pi/2)\,\mathrm{sech}\,u]$ shows that $K$ is negative where $\cosh u<\pi/2$ and positive farther out. Now integrate $K$ twice from the right:

$$
S(u)=\int_u^\infty K(v)\,dv,\qquad M(u)=\int_u^\infty S(v)\,dv .
$$

Thus $M'=-S$ and $M''=K$. Since $K$ is even with zero total area, each half has zero area, and $S(0)=0$. For $u>0$, $S'=-K$ is at first positive and later negative, so $S$ rises from zero and then falls back towards zero. It is therefore positive for every $u>0$, and so is $M$; the value $M(0)$ is positive too. The zero total area also makes $S$ odd and hence $M$ even, so $M$ is positive on the whole line.

Suppose that $g$ is twice differentiable and that $g$ and $g'$ are bounded. Because $M$ and $M'$ decay exponentially, two integrations by parts leave no boundary terms:

$$
\varepsilon''-\frac{\pi}{2}L=\int M''(u)\,g(u-x)\,du=\int M(u)\,g''(u-x)\,du .
\tag{17}
$$

The error is thus a positively weighted integral of the curvature of the spectrum. The total weight follows in the same way, with $u^2/2$ in place of $g$:

$$
\int M\,du=\frac12\int u^2K\,du
=\frac12\Big(\frac12\,\frac{\pi^3}{4}-\frac{\pi}{4}\,\frac{\pi^2}{6}\Big)
=\frac12\Big(\frac{\pi^3}{8}-\frac{\pi^3}{24}\Big)=\frac{\pi^3}{24},
$$

and therefore

$$
\Big|\varepsilon''-\frac{\pi}{2}L\Big|\le\frac{\pi^3}{24}\,\max|g''| .
\tag{18}
$$

The coefficient is 1.2919. This bounds the absolute error. The relative error is sure to be small if the bound is small compared with the loss itself, which can fail in a wing where little loss is left.

A Gaussian spectrum with standard deviation $s$ in $\ln\tau$ and centre $y_m$ shows both aspects. Two differentiations give

$$
\frac{g''}{g}=\frac{1}{s^2}\Big[\frac{(y-y_m)^2}{s^2}-1\Big].
\tag{19}
$$

At the loss peak the leading relative overestimate is $\pi^2/(12s^2)$. The computed ratio of estimate to true loss at the peak is 1.28 for $s=1$, 1.13 for $s=2$, 1.044 for $s=4$ and 1.012 for $s=8$. To leading order, the error changes sign one standard deviation from the centre, where the curvature vanishes. For $s=2$, at two standard deviations on the high-frequency side, the ratio is 0.80: the estimate misses a fifth of the true loss.

For a single Debye process of strength $\Delta$, the windows themselves give $\varepsilon''=\tfrac12\Delta\,\mathrm{sech}\,u$ and $L=\tfrac12\Delta\,\mathrm{sech}^2u$. The ratio of estimate to loss is $(\pi/2)\,\mathrm{sech}\,u$. At the peak it is $\pi/2$, an overestimate of 57 %, and far from the peak it tends to zero.

Large total width does not cure a sharp edge. Let $g$ equal a constant $A$ between $\tau_1$ and $\tau_2$ and vanish elsewhere. The antiderivatives of the windows give

$$
\varepsilon''=A\,[\arctan(\omega\tau_2)-\arctan(\omega\tau_1)],
\qquad
L=\frac{A}{2}\,[\tanh\ln(\omega\tau_2)-\tanh\ln(\omega\tau_1)] .
$$

Deep inside the box these tend to $\pi A/2$ and $A$, as the rule requires. But for a box 14 units wide in $\ln\tau$, at the frequency where $\omega\tau_2=1/e$, just beyond its slow edge, the rule yields 0.53 of the true loss.

In practice $\varepsilon'$ is read at separate frequencies, and the slope comes from a difference. Take two readings at $\omega e^{-h}$ and $\omega e^{h}$. Expanding $\varepsilon'(x\pm h)$ to third order, the even terms cancel in the difference:

$$
\frac{\varepsilon'(x-h)-\varepsilon'(x+h)}{2h}
\approx-\frac{d\varepsilon'}{dx}-\frac{h^2}{6}\frac{d^3\varepsilon'}{dx^3}
=L+\frac{h^2}{6}L'' .
\tag{20}
$$

The finite step thus adds a curvature term of the same sign as the one missing from the simple rule. The two are equal when $h^2/6=\pi^2/12$, or $h=\pi/\sqrt2=2.2214$, a frequency factor of 9.22. A decade, $h=\ln10=2.3026$, is close to this. Its coefficient is 0.8836 where 0.8225 is wanted. For a smooth spectrum, readings one decade below and one decade above the chosen frequency therefore give

$$
\varepsilon''(\omega)\approx\frac{\pi}{4\ln10}\,[\varepsilon'(\omega/10)-\varepsilon'(10\omega)]
=0.3411\,[\varepsilon'(\omega/10)-\varepsilon'(10\omega)] .
\tag{21}
$$

At the best step, the error that remains should come from fourth derivatives and fall as $s^{-4}$ for a Gaussian. In a numerical test at the loss peak, doubling $s$ from 12 to 24 reduced it by a factor between 13 and 19, consistent with the expected 16.

As an example, take a relaxor with rough parameters of the lead magnesium niobate type near 250 K: $\Delta\varepsilon=20000$, $\varepsilon_\infty=100$, and a Gaussian spectrum with median time $\tau_m=1$ µs and $s=8$, or 3.47 decades. At 1 kHz the density at $\tau=1/\omega$ is

$$
g=\frac{20000}{8\sqrt{2\pi}}\exp\Big[-\frac{\ln^2(\omega\tau_m)}{2\cdot8^2}\Big]=815.9 .
$$

The full integrals give $\varepsilon'=14811$ and $\varepsilon''=1267.1$, so $\tan\delta=\varepsilon''/\varepsilon'=0.086$. The local slope is $L=812.8$, and the rule gives

$$
\frac{\pi}{2}\times812.8=1276.7,
$$

which is 0.76 % above the model's true loss. The difference of 9.6 respects the bound (18), which is 20.1 here. The readings at 100 Hz and 10 kHz are 16502 and 12789. Equation (21) turns their difference into

$$
0.3411\times(16502-12789)\approx1266,
$$

within 0.1 % of the true loss. These digits compare two calculations within one model; they do not describe the accuracy of a real measurement.

Either curve also gives an estimate of the spectrum at $\tau=1/\omega$: $g\approx L$ from the slope, or $g\approx2\varepsilon''/\pi$ from the loss. For a smooth spectrum the slope gives the closer one, except near points where $g''$ vanishes. To leading order, by (13), $L$ differs from $g$ by $(\pi^2/24)g''$, while $2\varepsilon''/\pi$ differs by three times as much. Here $L$ is 3.1 below $g$, and $2\times1267.1/\pi=806.7$ is 9.2 below.

Over six decades the local rule behaves as follows.

| Frequency (Hz) | True $\varepsilon''$ | Rule | Error (%) |
|---|---|---|---|
| $10$ | 759.9 | 756.2 | −0.50 |
| $10^3$ | 1267.1 | 1276.7 | +0.76 |
| $10^5$ | 1535.3 | 1554.1 | +1.23 |
| $10^7$ | 1351.5 | 1363.9 | +0.91 |

The negative sign at 10 Hz agrees with (19): that frequency lies more than one standard deviation from the loss peak, where the spectrum is convex. The other three lie within one standard deviation.

A permittivity of order $10^4$ and a loss tangent of several hundredths are reasonable rough values for this material somewhat below its permittivity maximum. The symmetric Gaussian is a convenience: a real spectrum may be skewed, and it changes with temperature. In a real capacitor, the assumption that the measured loss comes from relaxation in the material alone can also fail. Contacts of resistance $R$ in series with a plate of empty capacitance $C_0$ give an impedance $R+1/(i\omega C_0\varepsilon^*)$, and the apparent permittivity is $\varepsilon^*/(1+i\omega RC_0\varepsilon^*)$. For a plate of 0.25 cm² and 0.5 mm thickness with $R=1$ ohm, the apparent loss rises by 0.05 % at 1 kHz but by 12 % at 1 MHz.

At low frequency, dc conduction can add to the measured loss. A current density $\sigma E$ is equivalent to an added permittivity satisfying $i\omega\varepsilon_0\,\delta\varepsilon^*=\sigma$, so $\delta\varepsilon^*=-i\sigma/(\varepsilon_0\omega)$. It adds $\sigma/(\varepsilon_0\omega)$ to $\varepsilon''$ and nothing to $\varepsilon'$. If the contacts pass this current freely, the slope does not register it, and it must be subtracted before the rule is applied to a measured loss. A thin insulating layer at an electrode blocks the current at low enough frequency, and conduction then changes the slope of the apparent $\varepsilon'$ as well. With a rough conductivity of $10^{-12}$ S/cm, the addition at 1 kHz is 0.0018, which is negligible. At 1 mHz it is about 1800, against a relaxational loss of 105.

Temperature must also hold still between readings. Suppose the median time follows a Vogel–Fulcher law, $\ln(\tau_m/\tau_0)=B/(T-T_f)$, with constant $B$, rough freezing temperature $T_f=220$ K and attempt time $\tau_0=10^{-13}$ s. Then

$$
\frac{d\ln\tau_m}{dT}=-\frac{B}{(T-T_f)^2}=-\frac{\ln(\tau_m/\tau_0)}{T-T_f}
=-\frac{\ln10^7}{30\ \mathrm K}=-0.537\ \mathrm{K}^{-1}.
$$

If the sample warms by 0.1 K between the 100 Hz and 10 kHz readings, with width and strength held fixed, the second reading is too high and the loss from (21) drops by 1.35 %. This exceeds the error of the rule itself at 1 kHz. The figure is an order of magnitude only. Here $B\approx480$ K is fixed by the chosen median time, whereas Vogel–Fulcher fits for real relaxors usually describe the frequency shift of the permittivity maximum, and a real spectrum also broadens on cooling. If every $\ln(\tau/\tau_0)$ scales as $1/(T-T_f)$, so that the width changes too, the drop is 1.6 %. Ageing between readings would likewise mix values from different spectra.

Linearity limits the drive field. For a freely orienting moment $p$, the Langevin function $\coth a-1/a=a/3-a^3/45+\dots$, with $a=pE/k_BT$, gives a relative correction of $-a^2/15$ to the static linear response; for a slow sinusoidal field of amplitude $E$, the correction to the first harmonic is $-a^2/20$. A polar region taken as a cube of side 5 nm with polarization 20 µC/cm² has $a=0.0145$ at 20 V/cm, and the static correction has size $1.4\times10^{-5}$. Since $a$ is proportional to the field, it exceeds one at 2 kV/cm, where the Langevin response is already about a tenth below the linear one. This estimate covers only the saturation of free moments. It ignores interactions, local-field enhancement and any effect of the field on the relaxation times. In real relaxors below the permittivity maximum, the measured permittivity can rise with drive amplitude instead, so linearity has to be checked by varying the amplitude.

Two remaining idealizations matter little at 1 kHz. The Gaussian places 2.2 % of its strength at times shorter than $10^{-13}$ s, where overdamped relaxation is not a credible picture. That part acts as a constant in $\varepsilon'$ and adds less than $3\times10^{-7}$ to $\varepsilon''$. A strongly damped lattice mode near 1 THz carrying all of $\varepsilon_\infty$ would add a loss of order $10^{-7}$. The numerical output below lists the values used here.

Agreement between slope and loss over a range of frequencies is consistent with a smooth spectrum. It does not show that the measured values are those of the material alone. A wrong electrode area scales both curves alike, and a thin surface layer of low permittivity in series with the sample can lower the loss severalfold while the rule still holds. Nor does agreement identify the microscopic origin of the relaxation, because any mechanism that gives the same $g$ gives the same loss and the same slope.

## Computed results

```
KERNELS AND ERROR KERNEL (dimensionless)
area of sech, sech^2: 3.14159, 2.00000
second moment of sech, sech^2: 7.75157, 1.64493
area of M: 1.2919; pi^3/24 = 1.2919
best step in ln omega: 2.2214, factor 9.22
decade step ln 10: 2.3026
pi^2/12 = 0.8225; (ln 10)^2/6 = 0.8836
decade prefactor pi/(4 ln 10): 0.3411
RULE / TRUE LOSS
single Debye process at peak: 1.5708
Gaussian at peak, st. dev. 1 in ln tau: 1.2835
Gaussian at peak, st. dev. 2 in ln tau: 1.1303
Gaussian at peak, st. dev. 4 in ln tau: 1.0440
Gaussian at peak, st. dev. 8 in ln tau: 1.0123
Gaussian st. dev. 2, at omega*tau_median = e^4: 0.796
box 14 wide in ln tau, at omega*tau_max = 1/e: 0.531
EXAMPLE INPUTS (rough)
strength 20000, eps_inf 100, T 250 K
median tau 1.0 us, st. dev. 8 in ln tau
st. dev. in decades: 3.47
EXAMPLE AT 1 kHz
eps' 14811; true eps'' 1267.1; tan delta 0.0856
L = 812.8 per e-fold = 1872 per decade
g at tau = 1/omega: 815.9
rule, local slope: 1276.7 (+0.76 %)
eps' at 100 Hz 16502, at 10 kHz 12789
rule, decade readings: 1266.3 (-0.07 %)
error bound: 20.1 (1.59 % of eps'')
f (Hz), eps', true eps'', rule eps'', error (%)
1e+01  17805  759.9  756.2  -0.50
1e+03  14811  1267.1  1276.7  +0.76
1e+05  10560  1535.3  1554.1  +1.23
1e+07  6171  1351.5  1363.9  +0.91
NEGLECTED EFFECTS (rough inputs)
dc 1e-12 S/cm, 1e+03 Hz: adds 0.0018 to 1267
dc 1e-12 S/cm, 1e-03 Hz: adds 1.8e+03 to 105
plate 0.25 cm2, 0.5 mm; contact resistance 1 ohm
contacts change eps'' at 1e+03 Hz by +0.05 %
contacts change eps'' at 1e+06 Hz by +12.18 %
Vogel-Fulcher, freezing 220 K, attempt 1e-13 s
ln tau_median falls by 0.537 per K
0.1 K drift between readings: rule -1.35 %
polar region 5 nm, 20 uC/cm2, 20 V/cm
pE/kT = 0.0145; Langevin correction a^2/15 = 1.4e-05
lattice loss, damped 1 THz mode, 1 kHz: 1e-07
share of g below attempt time: 2.20 %
its eps'' at 1 kHz is below 2.8e-07
```
